# Julliere's tunnelling magnetoresistance and its dependence on the magnetization angle

## 1. Two fully polarized magnets

Consider two ferromagnets separated by a thin barrier. Suppose that at the Fermi energy each has states of one spin direction alone: along the unit vector $\mathbf n_1$ in the first magnet and along $\mathbf n_2$ in the second. The barrier does not act on the spin. How does the tunnelling conductance depend on the angle $\theta$ between the two directions?

Take $\mathbf n_1$ along $z$ and $\mathbf n_2$ in the $xz$ plane. The two spin states are

$$
\chi_1=\begin{pmatrix}1\\0\end{pmatrix},\qquad
\chi_2=\begin{pmatrix}\cos(\theta/2)\\ \sin(\theta/2)\end{pmatrix}.
$$

To confirm the second, apply $\mathbf n_2\cdot\boldsymbol\sigma=\sigma_z\cos\theta+\sigma_x\sin\theta$. The upper component becomes $\cos\theta\cos(\theta/2)+\sin\theta\sin(\theta/2)=\cos(\theta/2)$, and the lower becomes $\sin\theta\cos(\theta/2)-\cos\theta\sin(\theta/2)=\sin(\theta/2)$. The state is reproduced with eigenvalue $+1$, so its spin points along $\mathbf n_2$.

An electron arriving with spin $\chi_1$ must fit into a state with spin $\chi_2$. The tunnelling probability therefore carries the factor

$$
|\langle\chi_2|\chi_1\rangle|^2=\cos^2(\theta/2)=\frac{1+\cos\theta}{2}.
$$

The conductance is largest when the two spin directions $\mathbf n_1$ and $\mathbf n_2$ are parallel and zero when they are antiparallel. A real ferromagnet usually has both spins at the Fermi energy, in unequal amounts. Four combinations of initial and final spin then contribute, and the task is to weight them correctly.

## 2. Setting and conventions

Atomic units are used in the algebra: $\hbar=1$ and the elementary charge $e=1$. Since $h=2\pi\hbar$, the conductance unit $e^2/h$ equals $1/(2\pi)$.

In electrode $i=1,2$, let $\mathbf n_i$ be the direction of the majority spin, the spin with more electrons in the whole filled band. The label $s=+$ means spin along $\mathbf n_i$, and $s=-$ means spin against it. The magnetic moment of an electron is opposite to its spin, but this reverses both directions together and leaves $\cos\theta=\mathbf n_1\cdot\mathbf n_2$ unchanged. Parallel magnetizations mean $\theta=0$, antiparallel ones $\theta=\pi$.

The assumptions are these.

- Electrons are independent, the temperature is zero and the bias is vanishingly small.
- Each electrode is uniformly magnetized and spin-orbit coupling is neglected, so its eigenstates have definite spin along its own axis. Turning the magnetization turns these spins and changes nothing else.
- Tunnelling joins one surface site of each electrode with an amplitude of magnitude $w$, the same for both spins, and does not rotate the spin.
- The link is weak, so the current is needed to lowest order in $w$.

Let $\psi_k$ be the orbital part of an eigenstate with energy $E_k$. The surface density of states for spin $s$ is

$$
N_{is}(E)=\sum_{k}|\psi_k(\text{surface})|^2\,\delta(E-E_k),
$$

where the sum runs over the states of spin $s$ in electrode $i$. Without an argument, $N_{is}$ means the value at the Fermi energy. The total density and the polarization are

$$
N_i=N_{i+}+N_{i-},\qquad P_i=\frac{N_{i+}-N_{i-}}{N_i}.
$$

The majority spin is defined by the whole filled band and $P_i$ by the Fermi energy alone, so $P_i$ may have either sign.

## 3. The conductance of one channel

Consider electrons of spin $s$ in electrode 1 and spin $s'$ in electrode 2. Let $p_{ss'}$ be the squared overlap of the two spin states. A state $k$ on the first side and a state $q$ on the second are joined by a matrix element with

$$
|M_{kq}|^2=w^2\,|\psi_k(\text{surface})|^2\,|\psi_q(\text{surface})|^2\,p_{ss'} .
$$

The golden rule gives the transition rate $2\pi|M_{kq}|^2\delta(E_k-E_q)$. Forward transitions need a filled state $k$ and an empty state $q$, which gives the factor $f_1(1-f_2)$, where $f_1$ and $f_2$ are the occupations. Backward transitions have $f_2(1-f_1)$. In the difference the products $f_1f_2$ cancel and $f_1-f_2$ remains.

Let the bias raise all energies of electrode 1 by $V$, and put the Fermi energy of electrode 2 at zero. Summing over $k$ and $q$ turns the squared wave functions into surface densities:

$$
I_{ss'}=2\pi w^2p_{ss'}\int dE\;N_{1s}(E-V)\,N_{2s'}(E)\,\big[f(E-V)-f(E)\big].
$$

At zero temperature the bracket is 1 for $0<E<V$ and 0 elsewhere. For small $V$ the densities hardly change over this interval, and the integral tends to $V N_{1s}N_{2s'}$. Dividing by $V$ gives

$$
G_{ss'}=2\pi w^2\,N_{1s}N_{2s'}\,p_{ss'} .
\tag{1}
$$

The densities in (1) belong to the surface sites, because the link touches the wave functions there. A bulk density of states need not have the same polarization, as the example below shows.

## 4. Parallel and antiparallel magnetizations

For collinear magnetizations each spin state of electrode 1 coincides with one spin state of electrode 2 and is orthogonal to the other. There are two independent channels.

In the parallel case $+$ connects to $+$, and $-$ to $-$:

$$
G_P=2\pi w^2\,(N_{1+}N_{2+}+N_{1-}N_{2-}).
$$

In the antiparallel case the spin called $+$ in electrode 1 is called $-$ in electrode 2:

$$
G_{AP}=2\pi w^2\,(N_{1+}N_{2-}+N_{1-}N_{2+}).
$$

The definitions of $N_i$ and $P_i$ give $N_{i\pm}=N_i(1\pm P_i)/2$. Hence

$$
\begin{aligned}
N_{1+}N_{2+}+N_{1-}N_{2-}
&=\frac{N_1N_2}{4}\big[(1+P_1)(1+P_2)+(1-P_1)(1-P_2)\big]\\
&=\frac{N_1N_2}{4}\,(2+2P_1P_2),
\end{aligned}
$$

because the terms linear in $P_1$ and $P_2$ cancel. In the antiparallel case the sign of $P_2$ is reversed in both products:

$$
\begin{aligned}
N_{1+}N_{2-}+N_{1-}N_{2+}
&=\frac{N_1N_2}{4}\big[(1+P_1)(1-P_2)+(1-P_1)(1+P_2)\big]\\
&=\frac{N_1N_2}{4}\,(2-2P_1P_2).
\end{aligned}
$$

The conductances are therefore

$$
G_P=\pi w^2N_1N_2(1+P_1P_2),\qquad
G_{AP}=\pi w^2N_1N_2(1-P_1P_2).
$$

The tunnelling magnetoresistance (TMR) is the change of resistance relative to the parallel resistance. With $R=1/G$,

$$
\text{TMR}=\frac{R_{AP}-R_P}{R_P}=\frac{G_P}{G_{AP}}-1=\frac{G_P-G_{AP}}{G_{AP}} .
$$

The common factor $\pi w^2N_1N_2$ drops out, and

$$
\boxed{\;\text{TMR}=\frac{(1+P_1P_2)-(1-P_1P_2)}{1-P_1P_2}=\frac{2P_1P_2}{1-P_1P_2}\;}
\tag{2}
$$

This is Julliere's formula. The link strength has disappeared because it is the same in both configurations and for both spins.

**What the formula says.** Parallel alignment pairs majority with majority and minority with minority; antiparallel alignment pairs majority with minority. If $P_1$ and $P_2$ have the same sign, parallel alignment therefore pairs the larger density at the Fermi energy with the larger one and the smaller with the smaller, which gives the larger sum of products, and the TMR is positive. If the signs differ, it is the antiparallel alignment that pairs large with large, and the TMR is negative. If either polarization vanishes, so does the effect. For small polarizations the TMR is close to $2P_1P_2$.

If $P_1=P_2=1$, then $G_{AP}=0$ and the ratio diverges, as in the opening case. If $P_1=1$ but $P_2<1$, the result is the finite value $2P_2/(1-P_2)$.

A second normalization divides by the parallel conductance:

$$
\frac{G_P-G_{AP}}{G_P}=\frac{2P_1P_2}{1+P_1P_2}.
$$

For the same junction this gives a different number, so a quoted magnetoresistance needs its definition.

## 5. Spin overlaps at an arbitrary angle

For a general angle, each spin state of electrode 1 overlaps with both spin states of electrode 2. All four factors $p_{ss'}$ follow from projectors.

For a unit vector $\mathbf n$, the matrix $\mathbf n\cdot\boldsymbol\sigma$ has eigenvalues $+1$ and $-1$. The matrix

$$
\Pi_s(\mathbf n)=\tfrac12\,(1+s\,\mathbf n\cdot\boldsymbol\sigma)
$$

gives 1 on the eigenstate with eigenvalue $s$ and 0 on the other, so it projects on spin $s$ along $\mathbf n$. For two normalized states $a$ and $b$, the trace of $|a\rangle\langle a|b\rangle\langle b|$ is $\langle a|b\rangle\langle b|a\rangle=|\langle a|b\rangle|^2$. Thus

$$
\begin{aligned}
p_{ss'}&=\mathrm{Tr}\,[\Pi_s(\mathbf n_1)\Pi_{s'}(\mathbf n_2)]\\
&=\tfrac14\mathrm{Tr}\big[1+s\,\mathbf n_1\cdot\boldsymbol\sigma+s'\,\mathbf n_2\cdot\boldsymbol\sigma
+ss'(\mathbf n_1\cdot\boldsymbol\sigma)(\mathbf n_2\cdot\boldsymbol\sigma)\big].
\end{aligned}
$$

The unit matrix has trace 2, each Pauli matrix has trace 0, and $\mathrm{Tr}\,\sigma_a\sigma_b=2\delta_{ab}$. The last term therefore has trace $2ss'\,\mathbf n_1\cdot\mathbf n_2$, and

$$
p_{ss'}=\frac{1+ss'\cos\theta}{2}.
\tag{3}
$$

Equal labels give $\cos^2(\theta/2)$ and unequal labels give $\sin^2(\theta/2)$. For a fixed initial spin the two probabilities add to 1: the electron's spin is found either along or against $\mathbf n_2$.

## 6. The cosine law

The four channel conductances may be added without interference terms, for two reasons. In electrode 1 the eigenstates with $s=+$ and $s=-$ are filled independently, with no fixed phase between them. In electrode 2 the final states with $s'=+$ and $s'=-$ are orthogonal, so they are distinct outcomes. From (1) and (3),

$$
G(\theta)=2\pi w^2\sum_{s,s'}N_{1s}N_{2s'}\,\frac{1+ss'\cos\theta}{2}.
$$

Both parts of the sum factorize:

$$
G(\theta)=\pi w^2\left[\sum_sN_{1s}\sum_{s'}N_{2s'}+\cos\theta\sum_s sN_{1s}\sum_{s'}s'N_{2s'}\right].
$$

The first two sums are $N_1$ and $N_2$. The last two are $N_{1+}-N_{1-}=P_1N_1$ and $N_{2+}-N_{2-}=P_2N_2$. Hence

$$
\boxed{\;G(\theta)=\pi w^2N_1N_2\,(1+P_1P_2\cos\theta)\;}
\tag{4}
$$

At $\theta=0$ and $\theta=\pi$ this returns $G_P$ and $G_{AP}$. For $P_1=P_2=1$ it is proportional to $1+\cos\theta=2\cos^2(\theta/2)$, the opening result.

**Conductance and resistance.** The quantity linear in $\cos\theta$ is the conductance. Its value at $90^\circ$ is the arithmetic mean of $G_P$ and $G_{AP}$. For the resistance,

$$
\frac{R(\theta)-R_P}{R_P}=\frac{1+P_1P_2}{1+P_1P_2\cos\theta}-1
=\frac{P_1P_2(1-\cos\theta)}{1+P_1P_2\cos\theta},
$$

which has $\cos\theta$ in the denominator as well. At $\theta=\pi$ it becomes (2). At $90^\circ$,

$$
R(90^\circ)=\frac{2}{G_P+G_{AP}}=\frac{2R_PR_{AP}}{R_P+R_{AP}},
$$

the harmonic mean of the two collinear resistances. It lies below their arithmetic mean whenever they differ.

## 7. A model electrode

Let each electrode be a semi-infinite chain with one orbital per site, hopping amplitude $-t$ between neighbours and site energy $\varepsilon_s$ for spin $s$. The Fermi energy is zero.

To find the surface density, start with a chain of $L$ sites, $m=1,\dots,L$. The wave function must vanish at the missing sites $m=0$ and $m=L+1$, so

$$
\psi_k(m)=\sqrt{\frac{2}{L+1}}\,\sin km,\qquad k=\frac{\pi j}{L+1},\qquad E_k=\varepsilon_s-2t\cos k,
$$

with $j=1,\dots,L$. For large $L$ the sum over $k$ becomes $\frac{L+1}{\pi}\int_0^\pi dk$. The surface density at $m=1$ is

$$
N_s(E)=\frac2\pi\int_0^\pi dk\,\sin^2k\;\delta(E-E_k)
=\frac2\pi\,\frac{\sin^2k}{2t\sin k}=\frac{\sin k}{\pi t},
$$

where $dE_k/dk=2t\sin k$ was used. At $E=0$ one has $\cos k=\varepsilon_s/2t$, and therefore

$$
N_s=\frac{1}{\pi t}\sqrt{1-\left(\frac{\varepsilon_s}{2t}\right)^2}.
\tag{5}
$$

In an infinite chain, by contrast, plane waves have weight $1/L$ on every site. The density per site is $\frac1{2\pi}\int_{-\pi}^{\pi}dk\,\delta(E-E_k)=1/(2\pi t\sin k)$, since two values of $k$ contribute. The factor $\sin k$ has moved to the denominator. The bulk polarization is then

$$
\frac{1/\sin k_+-1/\sin k_-}{1/\sin k_++1/\sin k_-}=\frac{\sin k_--\sin k_+}{\sin k_-+\sin k_+},
$$

which is minus the surface polarization. If both electrodes are such chains, the two sign changes cancel in $P_1P_2$. With the bulk value for one electrode alone, the predicted TMR would have the wrong sign.

## 8. Numbers

Take the round model values $t=1$ eV and $w=0.01$ eV, with site energies $(\varepsilon_+,\varepsilon_-)=(0.60,\,1.80)$ eV in electrode 1 and $(0.30,\,1.90)$ eV in electrode 2. The lower site energy belongs to the fuller band, so $+$ is the majority spin. Equation (5) gives, in eV$^{-1}$,

$$
N_{1+}=0.30365,\quad N_{1-}=0.13875,\quad N_{2+}=0.31471,\quad N_{2-}=0.09939 .
$$

The totals are $N_1=0.44240$ and $N_2=0.41410$ eV$^{-1}$, so that

$$
P_1=\frac{0.30365-0.13875}{0.44240}=0.3727,\qquad
P_2=\frac{0.31471-0.09939}{0.41410}=0.5200,
$$

and $P_1P_2=0.1938$. Julliere's formula gives

$$
\text{TMR}=\frac{2\times0.1938}{1-0.1938}=0.481 .
$$

The antiparallel resistance is 48% above the parallel one. With the other normalization the same junction has the value 0.325.

For the conductance in units of $e^2/h=1/(2\pi)$, multiply (4) by $2\pi$. The product $w^2N_1N_2$ has no unit, so eV may be used throughout:

$$
\frac{G(\theta)}{e^2/h}=2\pi^2w^2N_1N_2(1+P_1P_2\cos\theta)=3.616\times10^{-4}\,(1+0.1938\cos\theta).
$$

Thus $G_P=4.317\times10^{-4}$ and $G_{AP}=2.915\times10^{-4}$ in these units, or 16.7 nS and 11.3 nS.

**Comparison without the golden rule.** The numerical check solves the scattering problem of the two joined chains by matching two-component waves at the link, with every power of $w$ included. To compare, one needs the conductance of a perfectly transmitting spin channel. Right-moving states have density $dk/2\pi$ per unit length and velocity $dE/dk$, so they carry the current $dE/2\pi$ in an energy interval $dE$. The channel's conductance is $1/(2\pi)=e^2/h$, and the sum of all transmission probabilities is $G$ in units of $e^2/h$.

| $\theta$ | $10^4G/(e^2/h)$, equation (4) | $10^4G/(e^2/h)$, scattering |
|---|---|---|
| 0° | 4.3170 | 4.3164 |
| 60° | 3.9666 | 3.9661 |
| 90° | 3.6162 | 3.6158 |
| 120° | 3.2657 | 3.2655 |
| 180° | 2.9153 | 2.9152 |

The scattering resistance at $90^\circ$ is $1.194\,R_P$, while the arithmetic mean of $R_P$ and $R_{AP}$ is $1.240\,R_P$. The resistance does not follow a linear cosine law even though the conductance does.

**An inverse case.** Change the site energies of electrode 2 to $(-1.90,\,-0.30)$ eV. The $+$ band is still the fuller one, but the Fermi energy now lies near its upper edge, where the surface density is small. This gives $P_2=-0.520$ and a TMR of $-0.325$: the parallel arrangement has the higher resistance. The scattering calculation gives the same value to this accuracy.

## 9. Where the result stops holding

**A stronger link.** An electron that ends on the far side has crossed the link an odd number of times. The first correction to the single crossing has three crossings, so its amplitude is smaller by a factor of order $w^2/t^2$. Its interference with the direct amplitude in general changes the probability at the same relative order. The coefficient depends on the relative phase of the two amplitudes, so it differs between channels and can vanish in a particular one.

The scattering TMR is 0.477 at $w=0.05$ eV and 0.466 at $w=0.10$ eV, compared with 0.481 from (2). Doubling $w$ multiplies the deviation by 3.93, close to the factor 4 expected of a quadratic correction.

At $w=t$ the link is as strong as any other bond, and the expansion has no small parameter. The conductances at $0^\circ$, $90^\circ$ and $180^\circ$ are 1.962, 1.530 and 1.253 $e^2/h$. The mean of the first and last is 1.608 $e^2/h$, so the value at $90^\circ$ lies about 5% below what a linear cosine law would require. The TMR is 0.566, above Julliere's value, although the deviations at the two smaller links were negative. The small-$w$ trend cannot be extended to a link as strong as the bonds of the chains.

**Spin-dependent tunnelling.** If the link amplitude depends on spin, $w^2$ cannot be taken outside the channel sums, and the polarizations of the surface densities alone no longer fix the TMR. If the link can rotate the spin, the overlaps (3) in general no longer apply.

**Extended barriers.** The derivation joins one surface site of each electrode. A smooth planar barrier joins many sites and conserves the wave vector parallel to the interface. Each state then tunnels only into states with the same parallel wave vector, and the conductance is a sum over these wave vectors. The polarizations of the total surface densities in general do not fix that sum, so (2) and (4) cannot be taken over to such a junction without further justification. What fails is the coefficient, not the angular form: if tunnelling stays weak and independent of spin, (4) holds for each parallel wave vector separately, so the sum is still linear in $\cos\theta$, but its coefficient is in general not the product $P_1P_2$ of the total surface polarizations.

**Bias and temperature.** At finite bias the densities in the current integral must be kept at their different energies. At finite temperature the occupations spread over a range of energies. Equations (2) and (4) then remain good approximations if the surface densities vary little over the range that contributes and the other assumptions still hold. In the example the minority band of electrode 2 begins only 0.10 eV below the Fermi energy ($\varepsilon_--2t=-0.10$ eV), so bias and thermal energy must both be small compared with 0.1 eV. The model also excludes spin-flip processes such as magnon excitation, and it should not be used to predict the fall of the TMR with bias and temperature that real junctions usually show.

## Values computed for the example and the checks

```
hopping t = 1.00 eV, weak link w = 0.01 eV
electrode 1 site energies +,-: 0.60, 1.80 eV
electrode 2 site energies +,-: 0.30, 1.90 eV
surface DOS 1 +,-: 0.30365, 0.13875 1/eV
surface DOS 2 +,-: 0.31471, 0.09939 1/eV
resolvent DOS 1 +,-: 0.30365, 0.13875 1/eV
resolvent DOS 2 +,-: 0.31471, 0.09939 1/eV
total surface DOS 1, 2: 0.44240, 0.41410 1/eV
surface polarizations P1, P2: 0.3727, 0.5200
bulk polarizations 1, 2: -0.3728, -0.5200
product P1 P2: 0.1938
channel probabilities at 60 deg (electrode 1 spin, 2 spin):
  ++: golden rule 2.8294e-04, scattering 2.8289e-04
  +-: golden rule 2.9787e-05, scattering 2.9787e-05
  -+: golden rule 4.3096e-05, scattering 4.3094e-05
  --: golden rule 4.0832e-05, scattering 4.0838e-05
conductance in e^2/h:
    0 deg: formula 4.31701e-04, scattering 4.31641e-04
   60 deg: formula 3.96658e-04, scattering 3.96610e-04
   90 deg: formula 3.61616e-04, scattering 3.61580e-04
  120 deg: formula 3.26573e-04, scattering 3.26549e-04
  180 deg: formula 2.91530e-04, scattering 2.91520e-04
formula G_P = 16.724 nS
formula G_AP = 11.294 nS
TMR: formula 0.4808, scattering 0.4807
(G_P-G_AP)/G_P from formula: 0.3247
R(90 deg)/R_P, scattering: 1.1938
arithmetic mean of R_P, R_AP over R_P: 1.2403
inverse case site energies +,-: -1.90, -0.30 eV
inverse case P2: -0.5200
inverse TMR: formula -0.3247, scattering -0.3246
scattering TMR at w = 0.05 eV: 0.47703
scattering TMR at w = 0.10 eV: 0.46596
ratio of the two deviations from Julliere: 3.927
scattering TMR at w = t: 0.5656
w = t, G at 0, 90, 180 deg: 1.9621, 1.5295, 1.2532 e^2/h
w = t, mean of G_P and G_AP: 1.6077 e^2/h
```
